# Matching Six-Band Hole Hamiltonians and Exposing Phase Errors

Take a six-band model of the valence bands with silicon-like parameters, written on states of definite total angular momentum, and replace one matrix function, called $R$ below, by its complex conjugate wherever it occurs. At $|\mathbf k|=1\ \mathrm{nm^{-1}}$ the energies along [001], [110] and [101] stay the same to within rounding. Along [111] a level moves by 185 meV. A band plot along the first three directions would pass a Hamiltonian that is wrong. Energies at a general wave vector would reveal this fault, but other phase faults leave every energy unchanged and still do harm once a further operator is added. A comparison of matrices between two independently built forms of the Hamiltonian finds both kinds.

## Two states by hand

Let $\mathbf k=(0,0,k)$. The valence states at $\mathbf k=0$ are three p-like orbitals $X,Y,Z$ times spin. I use electron energies, with zero at the valence-band top, and $a=\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$. Along this direction the orbital energies are

$$A=h_{ZZ}=-a(\gamma_1+4\gamma_2)k^2,\qquad B=h_{XX}=h_{YY}=-a(\gamma_1-2\gamma_2)k^2 ,$$

which defines two of the three Luttinger parameters. With $P=a\gamma_1k^2$ and $Q=-2a\gamma_2k^2$ they read $A=-P+2Q$ and $B=-P-Q$.

Spin-orbit coupling is $\frac{\Delta}{3}(\mathbf l\cdot\boldsymbol\sigma-1)$. Choose the orbital states

$$|+\rangle=-\tfrac{1}{\sqrt2}(X+iY),\quad |0\rangle=Z,\quad |-\rangle=\tfrac{1}{\sqrt2}(X-iY),$$

and write $\mathbf l\cdot\boldsymbol\sigma=l_z\sigma_z+l_+\sigma_-+l_-\sigma_+$, where $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. Two states have total projection $m=1/2$: $|0{\uparrow}\rangle$ and $|{+}{\downarrow}\rangle$. Since $l_+|0\rangle=\sqrt2\,|+\rangle$, on this pair

$$\mathbf l\cdot\boldsymbol\sigma=\begin{pmatrix}0&\sqrt2\\ \sqrt2&-1\end{pmatrix}.$$

Its eigenvalues solve $t^2+t-2=0$, so $t=1$ or $-2$, and the spin-orbit energies are $0$ and $-\Delta$. The eigenvectors are

$$|2\rangle=\sqrt{\tfrac23}|0{\uparrow}\rangle+\sqrt{\tfrac13}|{+}{\downarrow}\rangle,\qquad |5\rangle=\sqrt{\tfrac23}|{+}{\downarrow}\rangle-\sqrt{\tfrac13}|0{\uparrow}\rangle ,$$

with $j=3/2$ and $j=1/2$. In this basis

$$H_{22}=\tfrac{2A+B}{3}=-P+Q,\quad H_{55}=\tfrac{A+2B}{3}-\Delta=-P-\Delta,\quad H_{25}=\tfrac{\sqrt2}{3}(B-A)=-\sqrt2\,Q .$$

The overall sign of $|5\rangle$ is free. Reversing it reverses $H_{25}$, but the energies contain only $H_{25}^2$:

$$E+P=\tfrac12(Q-\Delta)\pm\tfrac12\sqrt{(Q+\Delta)^2+8Q^2}.$$

The choice starts to matter when a second operator is added. Strain has the symmetry of $k_ik_j$, so the traceless part of a biaxial strain in the (001) plane enters as $Q\to Q+q$. Take $\gamma_2=0.3$, $\Delta=44$ meV, $k=0.5\ \mathrm{nm^{-1}}$ and $q=20$ meV. Then $Q=-2(38.1)(0.3)(0.25)=-5.7$ meV and $Q+q=14.3$ meV, which gives $E+P=20.6$ and $-50.3$ meV.

Now let the $\mathbf k$ term come from a source with the opposite sign of $|5\rangle$, while the strain term keeps the sign above. The diagonal is unchanged, but the coupling becomes $-\sqrt2(q-Q)$, with $q-Q=25.7$ meV in place of 14.3 meV. The levels become $31.7$ and $-61.5$ meV. Both are wrong by 11.1 meV, although each term alone has the correct spectrum.

## The orbital form for any wave vector

For a general $\mathbf k$, keep terms up to $k^2$. Reflection $x\to-x$, combined in diamond with a shift that exchanges the two atoms of the cell, reverses $k_x$ and changes the sign of $X$ relative to $Y$ and $Z$; likewise for $y$ and $z$. A sign common to all three orbitals has no effect on $h$. Hence $h_{XX}$ contains only squares of the $k_i$, and $h_{XY}$ only $k_xk_y$. Exchange of axes makes the constants equal:

$$h_{XX}=Lk_x^2+M(k_y^2+k_z^2),\qquad h_{XY}=Nk_xk_y,\quad\text{and cyclic},$$

$$L=-a(\gamma_1+4\gamma_2),\quad M=-a(\gamma_1-2\gamma_2),\quad N=-6a\gamma_3 .$$

The last relation defines $\gamma_3$. Time reversal makes $h$ real, because it is even in $\mathbf k$. The reflections belong to the diamond lattice; in III-V crystals the small terms linear in $\mathbf k$ are left out here. The first form of the Hamiltonian is

$$H_{\rm orb}=h\otimes 1+\tfrac{\Delta}{3}(\mathbf l\cdot\boldsymbol\sigma-1).$$

## The constant unitary matrix

Start from $|1\rangle=|{+}{\uparrow}\rangle$, which has $j=m=3/2$, and apply $J_-=l_-+s_-$ repeatedly, dividing by $\sqrt{j(j+1)-m(m-1)}$. This gives $|2\rangle$ as above, and

$$|3\rangle=\sqrt{\tfrac13}|{-}{\uparrow}\rangle+\sqrt{\tfrac23}|0{\downarrow}\rangle,\qquad |4\rangle=|{-}{\downarrow}\rangle .$$

Lowering $|5\rangle$ gives

$$|6\rangle=\sqrt{\tfrac13}|0{\downarrow}\rangle-\sqrt{\tfrac23}|{-}{\uparrow}\rangle .$$

The ladder fixes all phases inside a multiplet. One relative phase between the multiplets remains; it is fixed by the positive coefficient of $|{+}{\downarrow}\rangle$ in $|5\rangle$. These six columns, expanded in $X,Y,Z$ times spin, form $U$.

## Every matrix element

Define

$$P=a\gamma_1k^2,\qquad Q=a\gamma_2(k_x^2+k_y^2-2k_z^2),$$

$$R=\sqrt3\,a[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y],\qquad S=2\sqrt3\,a\gamma_3k_z(k_x-ik_y).$$

The orbital elements follow from the definitions of $|\pm\rangle$. A bra carries the conjugate coefficients, so $\langle+|=-(\langle X|-i\langle Y|)/\sqrt2$, and

$$\alpha\equiv\langle\pm|h|\pm\rangle=\tfrac12(h_{XX}+h_{YY})=-P-Q,\qquad \zeta\equiv\langle0|h|0\rangle=-P+2Q,$$

$$v\equiv\langle+|h|-\rangle=-\tfrac12(h_{XX}-h_{YY}-2ih_{XY})=\sqrt3\,R,$$

$$u\equiv\langle+|h|0\rangle=-\tfrac1{\sqrt2}(h_{XZ}-ih_{YZ})=\sqrt{\tfrac32}\,S,\qquad \langle0|h|-\rangle=-u .$$

Since $h$ does not act on spin, only equal spins combine:

- $H_{11}=H_{44}=\alpha=-P-Q$, and $H_{14}=0$.
- $H_{12}=\sqrt{2/3}\,u=S$, and $H_{34}=-\sqrt{2/3}\,u=-S$.
- $H_{13}=H_{24}=v/\sqrt3=R$.
- $H_{22}=H_{33}=(2\zeta+\alpha)/3=-P+Q$.
- $H_{23}=H_{56}=\frac{\sqrt2}{3}(-u+u)=0$.
- $H_{15}=-u/\sqrt3=-S/\sqrt2$, and $H_{46}=-u^*/\sqrt3=-S^*/\sqrt2$.
- $H_{16}=-\sqrt{2/3}\,v=-\sqrt2R$, and $H_{45}=\sqrt{2/3}\,v^*=\sqrt2R^*$.
- $H_{25}=\frac{\sqrt2}{3}(\alpha-\zeta)=-\sqrt2Q$, and $H_{36}=\frac{\sqrt2}{3}(\zeta-\alpha)=\sqrt2Q$.
- $H_{26}=(\frac23+\frac13)u=\sqrt{3/2}\,S$, and $H_{35}=(\frac13+\frac23)u^*=\sqrt{3/2}\,S^*$.
- $H_{55}=H_{66}=(2\alpha+\zeta)/3-\Delta=-P-\Delta$.

The lower triangle follows from Hermiticity. Call this matrix $H_J$.

As a numerical case take $\gamma=(4.3,0.3,1.4)$ and $\mathbf k_0=(0.3,0.4,0.5)\ \mathrm{nm^{-1}}$. On the orbital side

$$h_{XX}-h_{YY}=(L-M)(k_x^2-k_y^2)=(-68.6)(-0.07)=4.80\ \mathrm{meV},$$

and $h_{XY}=-320\times0.12=-38.4$ meV. So $v=-2.40-38.4i$ meV and $H_{16}=-\sqrt{2/3}\,v=1.96+31.4i$ meV. On the other side $R=-1.39-22.2i$ meV, and $-\sqrt2R$ is the same number.

## From random points to all wave vectors

Let $\rho(\mathbf k)=U^\dagger H_{\rm orb}(\mathbf k)U-H_J(\mathbf k)$. Each element has the form

$$\rho=c_0+c_1k_x^2+c_2k_y^2+c_3k_z^2+c_4k_yk_z+c_5k_zk_x+c_6k_xk_y .$$

Seven points at which the seven functions form an invertible matrix therefore settle the identity for every $\mathbf k$. Random points serve because the determinant of that matrix is a polynomial in the coordinates that is not identically zero, and such a polynomial vanishes on a set of zero volume. Points that all lie in one plane, $\mathbf n\cdot\mathbf k=c$, cannot serve, however many they are: the combination $(\mathbf n\cdot\mathbf k)^2-c^2$ of the seven functions vanishes at every one of them. Points that all have the same length $\kappa$ fail in the same way, through $k^2-\kappa^2$.

With rounding, use more points. If $D$ is the matrix of the seven functions at all points, the coefficients are $D^+\rho$, where $D^+$ is the pseudoinverse. The largest row sum of $|D^+|$ times the largest residual then bounds them. For 40 points with components drawn uniformly from $[-1,1]\ \mathrm{nm^{-1}}$, the largest residual was $1.7\times10^{-16}$ eV and the bound $6\times10^{-16}$ eV, with $k$ in $\mathrm{nm^{-1}}$. Both are at the level of double-precision rounding.

## What the spectrum can see

Write $h=-P+t$, where $t$ is traceless, and set $\lambda=\Delta/3$ and $x=E+P+\lambda$. The eigenvalue condition is that $t-x+\lambda\,\mathbf l\cdot\boldsymbol\sigma$ is singular. Rotate the axes to make $t$ diagonal and rotate the spin with them, which leaves $\mathbf l\cdot\boldsymbol\sigma$ unchanged. With $(l_a)_{bc}=-i\epsilon_{abc}$, the states $X{\downarrow},Y{\downarrow},Z{\uparrow}$ form a closed block,

$$\begin{pmatrix}\tau_1&i\lambda&-\lambda\\-i\lambda&\tau_2&-i\lambda\\-\lambda&i\lambda&\tau_3\end{pmatrix},\qquad \tau_i=t_i-x .$$

Its determinant is $\tau_1\tau_2\tau_3-\lambda^2(\tau_1+\tau_2+\tau_3)-2\lambda^3$. The spin-reversed block has the same levels by time reversal. Because $\operatorname{tr}t=0$, the product is $-x^3+\frac12x\operatorname{tr}t^2+\det t$. In the basis $|+\rangle,|0\rangle,|-\rangle$,

$$\operatorname{tr}t^2=6Q^2+4|u|^2+2|v|^2=6I_2,\qquad I_2=Q^2+|R|^2+|S|^2,$$

$$I_3=\det t=2Q^3+3Q|S|^2-6Q|R|^2-3\sqrt3\,\mathrm{Re}(S^2R^*).$$

Setting the block determinant to zero gives

$$x^3-3(I_2+\lambda^2)x-I_3+2\lambda^3=0 .$$

With $p=I_2+\lambda^2$ and $x=2\sqrt p\cos\varphi$, the identity $4\cos^3\varphi-3\cos\varphi=\cos3\varphi$ turns this into $\cos3\varphi=(I_3-2\lambda^3)/(2p^{3/2})$.

At $\mathbf k_0$, $P=81.9$ meV, $I_2=2636\ \mathrm{meV^2}$ and $I_3=-2.502\times10^5\ \mathrm{meV^3}$. With $\lambda=14.7$ meV, $2\sqrt p=106.8$ meV and $\cos3\varphi=-0.843$. The three angles are $49.1^\circ$, $70.9^\circ$ and $169.1^\circ$, and the energies are $-26.7$, $-61.6$ and $-201.5$ meV, each doubly degenerate.

For $\Delta\gg\sqrt{I_2}$, put $x=\varepsilon+\lambda$, so that $\varepsilon=E+P$. The cubic becomes

$$\varepsilon^2=I_2+\frac{I_3+3I_2\varepsilon-\varepsilon^3}{\Delta}.$$

The leading solution is $\varepsilon=\pm\sqrt{I_2}$. Inserting it on the right and expanding the root gives

$$\varepsilon\simeq\pm\sqrt{I_2}+\frac1\Delta\left(I_2\pm\frac{I_3}{2\sqrt{I_2}}\right).$$

The four-band limit depends on $|R|$ and $|S|$ but not on their phases; these enter first at order $1/\Delta$. At $\mathbf k_0$ the limit is poor, since $\sqrt{I_2}=51$ meV exceeds $\Delta$. It gives $-30.6$ and $-133.3$ meV, against $-26.7$ and $-61.6$ meV from six bands.

The opening fact now follows. The phase of $R$ is set by $h_{XX}-h_{YY}$ and $h_{XY}$, so conjugating $R$ reverses $h_{XY}$ alone. Then $\operatorname{tr}t^2$ is unchanged, and in $\det t$ only the term $2h_{XY}h_{YZ}h_{ZX}$ changes sign:

$$\delta I_3=-4h_{XY}h_{YZ}h_{ZX}=864\,a^3\gamma_3^3\,k_x^2k_y^2k_z^2 .$$

The fault is invisible in the spectrum whenever one component of $\mathbf k$ vanishes. At $\mathbf k_0$ it adds $4.72\times10^5\ \mathrm{meV^3}$, enough to reverse the sign of $I_3$.

## Separating a convention from a fault

Suppose a matrix $C(\mathbf k)$ from another source differs from the reference $F=U^\dagger H_{\rm orb}U$. If only the basis phases differ, then $C=D^\dagger FD$ with a constant $D=\mathrm{diag}(e^{i\phi_j})$. Sum over the sample:

$$W_{ij}=\sum_{\mathbf k}F_{ij}^*C_{ij}=e^{-i\phi_i}\Big(\sum_{\mathbf k}|F_{ij}|^2\Big)e^{i\phi_j}.$$

The bracket is a non-negative matrix with positive diagonal, and its non-zero elements connect all six states. By the Perron-Frobenius theorem its leading eigenvector is unique and can be taken positive. The leading eigenvector of $W$ therefore has phases $e^{-i\phi_i}$, up to a common factor. The procedure is:

1. Build $H_{\rm orb}$ and $U$, and confirm that $U^\dagger(\mathbf l+\boldsymbol\sigma/2)U$ gives the standard angular-momentum matrices.
2. Compare $F$ and $C$ element by element at seven or more random points.
3. If they differ, find $D$ from $W$ and compare $F$ with $DCD^\dagger$.
4. If they now agree, transform every other operator from that source with the same $D$. If not, no diagonal rephasing relates the two. The source may still order or label its states differently, which this test does not cover; otherwise the elements must be examined.

Four deliberate changes to $H_J$ show the outcomes. The second column is the largest matrix difference after step 3; the others give the largest change of a level, found by numerical diagonalization. Everything is in meV, rounded to two figures, a zero means less than $10^{-12}$ meV, and the two directions have $|\mathbf k|=1\ \mathrm{nm^{-1}}$.

| Change | Repaired | Random | [101] | [111] |
|---|---|---|---|---|
| Basis phases | 0 | 0 | 0 | 0 |
| All conjugated | 370 | 0 | 0 | 0 |
| $R$ conjugated | 350 | 390 | 0 | 190 |
| $S$ reversed, $j=3/2$ block | 350 | 250 | 30 | 120 |

All four leave the levels along [001] and [110] unchanged, and also those of the $4\times4$ block at the random points.

For the last change, $\mathrm{diag}(1,-1,1,-1)$ undoes the error inside the $j=3/2$ block. With six states it cannot be undone: basis phases cancel in the closed product $H_{12}H_{25}H_{51}=Q|S|^2$, and the fault reverses that product. It also breaks cubic symmetry, since [101] is affected and [110], where $S=0$, is not.

Complete conjugation gives $H_J(k_x,-k_y,k_z)$, which has the same levels by reflection. It also equals $V^\dagger H_JV$ with the constant $V=e^{-i\pi J_y}$, a signed permutation that exchanges $m$ and $-m$, so it is a convention that a diagonal $D$ cannot repair. It is still unsafe beside operators written in the original basis. Add $\beta\,\mathbf n\cdot\mathbf J$, with $\beta=2$ meV and $\mathbf n$ along [110]. In the standard basis $J_x$ is real and $J_y$ imaginary, so $H_J^*+\beta\mathbf n\cdot\mathbf J$ has the levels of $H_J$ with $\mathbf n$ along $[1\bar10]$. At $\mathbf k_0$ a level is then wrong by 1.2 meV.

## Beside a real silicon channel

The parameters are rough values for silicon. At 300 K, $k_BT=26$ meV, and a heavy hole along [001], of mass $m_0/(\gamma_1-2\gamma_2)=0.27\,m_0$, has this energy at $0.43\ \mathrm{nm^{-1}}$. The top band is flatter in other directions: it reaches $k_BT$ at $0.67\ \mathrm{nm^{-1}}$ along [111] and at $0.95\ \mathrm{nm^{-1}}$ along [110], and at $\mathbf k_0$ the top level, $-26.7$ meV, is about thermal. The wave vectors of the worked examples and of the named directions, from 0.5 to $1\ \mathrm{nm^{-1}}$, therefore lie beyond the thermal range along [001] but near it in the flat directions; some of the random points lie further out. For wave vectors up to $1\ \mathrm{nm^{-1}}$, the largest omission estimated here is confinement. In a field of 0.5 MV/cm along [001] against a hard wall, the lowest heavy-hole level lies $2.338(\hbar^2e^2F^2/2m)^{1/3}=165$ meV from the band edge, far more than $\Delta$, so the bulk energies are not channel subbands. The value depends on the surface: for the same field along [111] or [110] the six-band model gives a lowest level of 122 or 91 meV. The other estimates, at the values stated, are smaller:

- **Remote bands.** Let bands a rough $G=3.4$ eV away supply the coupling energy $ak^2+|E|$. Replacing the denominator $G$ by $G+|E|$ moves the deepest level at $\mathbf k_0$ by about $(ak^2+|E|)|E|/(G+|E|)=12$ meV. The same estimate gives 45 meV along [111] at $1\ \mathrm{nm^{-1}}$ and grows quickly beyond.
- **Strain.** For biaxial strain $\epsilon$ in the (001) plane with a free surface, $q=|b|(1+2C_{12}/C_{11})\epsilon$. With rough values $|b|=2$ eV and $C_{12}/C_{11}=0.39$, a strain of 0.1% separates the diagonal heavy- and light-hole terms by $2q=7$ meV. The 20 meV used earlier corresponds to 0.56%.
- **Scattering.** An assumed lifetime of 0.1 ps gives a broadening $\hbar/\tau$ of 7 meV.

These effects limit the energies as a description of a device. They do not touch the equality of the two matrices, which is an algebraic property of the model.

Numerical values quoted here were computed with a short program.
